# Why SCAN and TPSS, accurate for hydrogen, fail for stretched H2+

## Question

SCAN and TPSS give the energy of the hydrogen atom almost perfectly, and their correlation energy vanishes for a single electron. Both use the kinetic-energy density, which lets them recognize a region described by one orbital. I concluded that they are free of self-interaction, at least for one-electron systems.

H2+ also has one electron in one orbital. Should these functionals then be right for H2+ at every bond length? If not, what goes wrong, given that a stretched H2+ looks like a hydrogen atom around each proton?

## Answer

The conclusion does not follow. The hydrogen atom tests one density, holding one whole electron. Freedom from one-electron self-interaction is a condition on every one-electron density, including those in which the electron is shared between distant centres. Around each proton of stretched H2+ the density has the shape of a hydrogen atom but half its size, and that factor of one half matters.

### The condition to be met

Take fixed protons, no relativity, and a spin-polarized electron with a real orbital $\psi$ and density $n=\psi^2$. Write $k=e^2/(4\pi\varepsilon_0)$. The Kohn–Sham energy contains the Hartree energy

$$U[n]=\frac{k}{2}\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,$$

which is positive even for one electron. A single electron does not repel itself, so the exact functional must satisfy

$$U[n]+E_{xc}[n]=0\qquad\text{for every one-electron } n .$$

The kinetic energy, the attraction to the protons and the proton repulsion are treated without approximation. For a given density, the error in the total energy is therefore $U+E_{xc}$ evaluated with the approximate functional.

The exchange hole $n_x(\mathbf r,\mathbf r')$ shows how the exact cancellation works. It enters through

$$E_x=\frac{k}{2}\iint\frac{n(\mathbf r)\,n_x(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

For one orbital,

$$n_x(\mathbf r,\mathbf r')=-\frac{|\psi(\mathbf r)\psi(\mathbf r')|^2}{n(\mathbf r)}=-n(\mathbf r').$$

The hole does not depend on the reference point $\mathbf r$. It lies wherever the electron's density lies, near or far. Inserting it gives $E_x=-U$, and the exact correlation energy is zero.

### The hydrogen atom

Measure $r$ in units of the Bohr radius $a_0$ and let $E_h=k/a_0$. The radial density is $4r^2e^{-2r}$, and the charge inside radius $r$ is

$$Q(r)=1-e^{-2r}(1+2r+2r^2).$$

Each pair of charge elements can be counted once by taking the inner one to lie inside the shell of the outer one. By Gauss's law the enclosed charge acts as if it sat at the centre, so

$$\frac{U_H}{E_h}=\int_0^\infty\frac{4r^2e^{-2r}}{r}\,Q(r)\,dr
=1-4\left(\frac1{16}+\frac1{16}+\frac3{64}\right)=\frac5{16}.$$

Thus $U_H=8.5036$ eV. The computed exchange energies are $-8.5035$ eV for SCAN and $-8.5036$ eV for TPSS, with negligible correlation. Your premise about the atom is correct.

### The exact energy when the electron is shared

At large proton separation $R$, the ground-state orbital is an equal combination of an atomic orbital on proton A and one on proton B. The product of the two orbitals is exponentially small, so

$$n\to\tfrac12(n_A+n_B),$$

where $n_A$ and $n_B$ are hydrogen densities. The Hartree energy is quadratic in the density:

$$U\to\frac14\left[U_H+U_H+k\iint\frac{n_A(\mathbf r)n_B(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'\right].$$

The factor $1/2$ in $U$ has cancelled against the two equal cross terms. Two distant spherical charges interact as point charges, apart from exponentially small penetration, so the last integral tends to $1/R$. Hence

$$U\to\frac{U_H}{2}+\frac{k}{4R}
=\frac{U_H}{2}+\frac{e^2}{16\pi\varepsilon_0R}.$$

Exact exchange is minus this. If the reference electron is near A, half of its hole is also near A and gives the term $-U_H/2$. The other half is near B and gives $-k/(4R)$. At $R=8$ Å, the hole charge within 3 Å of one proton is $-0.500$ electron charges' worth of density, as this argument requires.

### What a semilocal functional sees

SCAN and TPSS have the form

$$E_{xc}=\int n(\mathbf r)\,\varepsilon_{xc}\big(n,\nabla n,\tau\big)\,d^3r .$$

The integrand at a point uses information from that point alone. For two distant fragments the integral separates into two pieces:

$$E_{xc}\to 2E_{xc}[n_H/2].$$

To be right at infinite separation, the functional would need

$$E_{xc}[n_H/2]=-\frac{U_H}{4}.$$

Being right for the hydrogen atom fixes $E_{xc}[n_H]$. It says nothing direct about the value at half that density.

### Why the kinetic-energy density does not help

Consider a density $n=q\psi^2$, where $q$ is the electron's share on one centre. With electron mass $m$, its kinetic-energy density is

$$\tau=\frac{\hbar^2}{2m}\,q|\nabla\psi|^2 .$$

The one-orbital (von Weizsäcker) form is

$$\tau_W=\frac{\hbar^2|\nabla n|^2}{8mn}
=\frac{\hbar^2\,4q^2\psi^2|\nabla\psi|^2}{8mq\psi^2}
=\frac{\hbar^2}{2m}\,q|\nabla\psi|^2=\tau .$$

The share $q$ cancels from the comparison. SCAN uses $\alpha=(\tau-\tau_W)/\tau_{\rm unif}$, with $\tau_{\rm unif}$ the uniform-gas value, and finds $\alpha=0$. TPSS uses $\tau_W/\tau$ and finds 1. These are the same readings as in a whole hydrogen atom.

The indicator does its intended job: it reports a single orbital, and together with full spin polarization this switches off correlation. The correlation energy was tested to be below 0.002 eV in magnitude for the atom, for the half atoms and at every H2+ distance listed below. The indicator does not report how much of the electron is present, so the remaining error is in exchange.

### How exchange responds to half a density

For a fully polarized density with $\tau=\tau_W$, both exchange energies reduce to

$$E_x=-A\int n^{4/3}F(s)\,d^3r,\qquad s\propto\frac{|\nabla n|}{n^{4/3}},$$

with a positive constant $A$ and an enhancement factor $F$ that differs between the functionals. Replacing $n$ by $n/2$ has two effects:

$$n^{4/3}\to2^{-4/3}n^{4/3},\qquad
s\to\frac{2^{-1}}{2^{-4/3}}\,s=2^{1/3}s .$$

Suppose first that $F$ did not change. Two half atoms would then retain the fraction

$$2\times2^{-4/3}=2^{-1/3}=0.7937$$

of the atomic exchange energy. The exact on-site fraction is $1/2$. To bridge the gap, the change of $F$ would have to lower the integral by a further factor $0.5/0.7937=0.63$, although $s$ has risen by only 26%.

The actual response is much weaker. For one orbital, with the normalization $s=|\nabla n|/\left[2(6\pi^2)^{1/3}n^{4/3}\right]$ for the fully polarized density, SCAN has

$$F(s)=1.174\left[1-e^{-4.9479/\sqrt s}\right],$$

which decreases with $s$. It lowers the fraction slightly, to $6.7210/8.5035=0.7904$. For TPSS the fraction is $6.8961/8.5036=0.8110$, above $0.7937$, so there the change of $F$ acts in the wrong direction.

This can be put in the language of holes. If the whole hole sat beside the reference electron with the shape of a hydrogen density, the exchange energy would be $-U_H$. The exact on-site value is $-U_H/2$. The semilocal values lie between them, as if too much hole were kept near the electron. This is an interpretation, since an energy formula does not define a unique hole.

### The size of the error

At infinite separation the error is

$$\Delta_\infty=\frac{U_H}{2}+2E_{xc}[n_H/2].$$

With $U_H/2=4.2518$ eV,

$$\Delta_\infty^{\rm SCAN}=4.2518-6.7210=-2.469\ \text{eV}\quad(-238\ \text{kJ/mol}),$$

$$\Delta_\infty^{\rm TPSS}=4.2518-6.8961=-2.644\ \text{eV}\quad(-255\ \text{kJ/mol}).$$

The last digits reflect rounding of the terms. These errors are nearly as large as the whole binding energy of H2+, 2.79 eV at $R=1.06$ Å in the reference calculation.

### The error at finite distance

At large but finite $R$, the Hartree energy contains $k/(4R)$. The semilocal energy has nothing to cancel it. The field of the distant proton does distort each half atom, by an amount proportional to $1/R^2$. To first order this distortion is odd about the nucleus, and its contribution to the energy of a spherical fragment integrates to zero. The leading effect is of second order, proportional to $1/R^4$. Therefore

$$U+E_{xc}\to\Delta_\infty+\frac{e^2}{16\pi\varepsilon_0R}.$$

Even a semilocal functional adjusted to give $\Delta_\infty=0$ would keep the Coulomb term.

The table gives energies in eV. The reference and SCAN totals are relative to a separate hydrogen atom and proton. The functionals are evaluated on the density of the reference calculation.

| $R$ (Å) | Reference | SCAN error | TPSS error | SCAN total |
|---:|---:|---:|---:|---:|
| 1.06 | −2.792 | −0.136 | −0.192 | −2.929 |
| 2.00 | −1.422 | −0.557 | −0.651 | −1.979 |
| 3.00 | −0.412 | −1.095 | −1.231 | −1.507 |
| 4.00 | −0.095 | −1.499 | −1.668 | −1.594 |
| 6.00 | −0.006 | −1.862 | −2.037 | −1.868 |
| 8.00 | −0.001 | −2.018 | −2.193 | −2.019 |

At 8 Å the Coulomb term is 0.450 eV. The error law gives $-2.469+0.450=-2.019$ eV for SCAN, against $-2.018$ eV in the table. For TPSS it gives $-2.194$ eV, against $-2.193$ eV. Between 6 and 8 Å the Coulomb term changes by $0.450-0.600=-0.150$ eV, while the SCAN exchange-correlation energy changes by only about $-0.01$ eV. The missing cancellation is visible directly.

The shape of the curve is wrong too. The reference energy rises towards zero as the bond is stretched. The SCAN total is higher at 3 Å than at 2 or 4 Å, so it has a maximum between those distances, and it then falls. The derivative of the Coulomb term, $-k/(4R^2)$, acts as a spurious repulsion between the fragments.

At 1.06 Å the SCAN energy lies only $2.929-2.469=0.460$ eV below its own symmetric limit at infinite separation, but 2.929 eV below a separate atom and proton. (On these densities the SCAN minimum lies slightly further out, near 1.1 Å, and less than 0.01 eV lower.) In the exact theory the two limits coincide.

The error is already present at 1.06 Å, where it is about 5% of the reference binding energy for SCAN and 7% for TPSS. Good behaviour near equilibrium is therefore no guarantee for the stretched bond.

### Is it the distance or the sharing?

Keep both protons at $R=8$ Å, but put the electron on one of them. The hole charge near that proton is then $-0.999$ in the same units as before, and the errors of both functionals vanish within the numerical accuracy (tested to be below 0.03 eV in magnitude). The distance, the number of electrons and the indicator values are unchanged. In this comparison, sharing the electron is what produces the error. The localized density is nearly that of the hydrogen ground state, for which both functionals are accurate. Other one-centre densities need not be error-free: the hydrogen 2s density gives errors of 0.1 to 0.2 eV in magnitude.

A simple estimate covers intermediate cases. Put a share $q$ on A and $1-q$ on B, let $R\to\infty$, and neglect the change of $F$. Then

$$\Delta(q)\approx U_H\left[q^2+(1-q)^2-q^{4/3}-(1-q)^{4/3}\right].$$

This vanishes for $q=0$ and $q=1$. In between it is negative, because $q^{4/3}>q^2$ for $0<q<1$. At $q=1/2$,

$$\Delta\approx8.5036\,(0.5-0.7937)=-2.50\ \text{eV},$$

close to both computed values. The second derivative there, divided by $U_H$, is

$$4-\tfrac89\,2^{2/3}=2.59>0,$$

so equal sharing is a minimum of this estimate. In the exact theory all these shares have the same energy at infinite separation. The approximation instead rewards spreading the electron out, which is why the failure is called delocalization error.

### Could a self-consistent density repair it?

No. Minimizing the approximate energy can only lower it, and it is already too low. A one-parameter trial density shows by how much at least. Give each half atom an orbital proportional to $e^{-\gamma r/a_0}$. The kinetic energy scales as $\gamma^2$ and the nuclear attraction as $\gamma$. So does the Hartree energy. Exchange also scales as $\gamma$: the density becomes $\gamma^3n(\gamma\mathbf r)$, its gradient gains a factor $\gamma^4$, and $s$ at corresponding points is unchanged. Summed over both halves,

$$E(\gamma)=E_h\left(\frac{\gamma^2}{2}-\gamma\right)+\gamma\Delta_\infty .$$

Setting the derivative to zero gives $E_h(\gamma-1)+\Delta_\infty=0$, so

$$\gamma=1-\frac{\Delta_\infty}{E_h},\qquad
E_{\min}=-\frac{E_h\gamma^2}{2}
=-\frac{E_h}{2}+\Delta_\infty-\frac{\Delta_\infty^2}{2E_h}.$$

Since $\Delta_\infty<0$, the half atoms contract. For SCAN, $\gamma=1.091$ and the energy falls by a further 0.112 eV. For TPSS, $\gamma=1.097$ and the further fall is 0.128 eV. Direct minimization of the numerically integrated energy confirms both results. A fully self-consistent minimum is at least as low.

### What does remove the error?

The missing ingredient is nonlocal: the functional must know that the rest of the electron is on the other proton. Full exact exchange without added correlation has it, because $E_x=-U$ for one electron. A global hybrid has part of it. If a fraction $a$ of semilocal exchange is replaced by exact exchange, and correlation vanishes, the error on a given density is

$$U+(1-a)E_x^{\rm sl}+a(-U)=(1-a)\left(U+E_x^{\rm sl}\right),$$

where $E_x^{\rm sl}$ is the semilocal exchange energy. With $a=1/4$, three quarters of the error remain.

The Perdew–Zunger correction subtracts $U+E_{xc}$ for each occupied orbital. For one electron this leaves $E_{xc}-(U+E_{xc})=-U$, as required. Neither cure guarantees accuracy for many electrons, where real correlation must also be described.

### Accuracy of the numbers

The H2+ reference uses a finite Gaussian basis with fixed protons and no relativity. At 1.06 and 4 Å it was tested against an independent solution in spheroidal coordinates. The total energies agreed within 0.01 eV and the functional integrals within 0.02 eV, far below the errors of 1.5 to 2 eV at the stretched distances, though not negligible beside the SCAN error of 0.136 eV at 1.06 Å. The Hartree energy was not part of this comparison; it was checked at 8 Å against $U_H/2+k/(4R)$ to within 0.03 eV. The third decimal in the table is not converged with respect to the basis. At the basis-set limit the entries shift by up to 0.006 eV, most at 3 and 4 Å. At 4 Å the reference becomes $-0.099$ eV and the errors become $-1.494$ eV (SCAN) and $-1.662$ eV (TPSS). At 1.06 and 8 Å the shifts are at most 0.001 eV. The numerical output below gives the remaining values.

So "accurate for hydrogen" and "no correlation for one electron" are both true of SCAN and TPSS. Neither implies $U+E_{xc}=0$ for every one-electron density, and stretched H2+ is a counterexample.

## Calculated quantities

```
Hartree energy of H atom: 8.5036 eV
exact exchange, two half atoms: -4.2518 eV
fraction kept if F unchanged: 0.7937
SCAN H atom exchange: -8.5035 eV
SCAN H atom error U+Exc: 0.0000 eV
SCAN |correlation|, H atom: 2.2e-10 eV
SCAN exchange, two half atoms: -6.7210 eV
SCAN fraction of atomic exchange: 0.7904
SCAN error at infinite R: -2.4692 eV = -238.2 kJ/mol
TPSS H atom exchange: -8.5036 eV
TPSS H atom error U+Exc: -0.0000 eV
TPSS |correlation|, H atom: 1.1e-14 eV
TPSS exchange, two half atoms: -6.8961 eV
TPSS fraction of atomic exchange: 0.8110
TPSS error at infinite R: -2.6443 eV = -255.1 kJ/mol
SCAN relaxed exponent factor: 1.0907
SCAN further lowering: -0.1120 eV
TPSS relaxed exponent factor: 1.0972
TPSS further lowering: -0.1285 eV
H2+ energies in eV; E is relative to H + proton
R/angstrom  E_ref  U  err_SCAN  err_TPSS  E_SCAN  E_TPSS
1.06 -2.792 8.993 -0.136 -0.192 -2.929 -2.985
2.00 -1.422 6.403 -0.557 -0.651 -1.979 -2.073
3.00 -0.412 5.398 -1.095 -1.231 -1.507 -1.643
4.00 -0.095 5.100 -1.499 -1.668 -1.594 -1.764
6.00 -0.006 4.848 -1.862 -2.037 -1.868 -2.043
8.00 -0.001 4.702 -2.018 -2.193 -2.019 -2.194
hole charge within 3 angstrom, shared: -0.500 electrons
hole charge within 3 angstrom, localized: -0.999 electrons
SCAN localized error at 8 angstrom: -0.0001 eV
SCAN error law at 8 angstrom: -2.0193 eV
SCAN Exc change, 6 to 8 angstrom: -0.0092 eV
TPSS localized error at 8 angstrom: -0.0002 eV
TPSS error law at 8 angstrom: -2.1943 eV
TPSS Exc change, 6 to 8 angstrom: -0.0090 eV
Coulomb term at 6 angstrom: 0.6000 eV
Coulomb term at 8 angstrom: 0.4500 eV
```
